# Solving complexation equilibria through the convex dual of ideal Gibbs energy

The equilibrium of an ideal dilute solution with any number of complexes follows from one unconstrained convex minimisation, with one unknown per component. Let species $j$ have concentration $c_j$, formation constant $\beta_j$ and stoichiometric numbers $A_{ji}$ in components $i$ whose totals $T_i$ are given. Then

$$c_j=s_j(\lambda)=\beta_j\exp\Big(\sum_iA_{ji}\lambda_i\Big),\qquad \lambda=\arg\min D,\qquad D(\lambda)=\sum_j s_j(\lambda)-\sum_iT_i\lambda_i .$$

If $p$ is the Newton step for $D$ and $X=\max_j(Ap)_j$, the rescaled step

$$\lambda\leftarrow\lambda+t\,p,\qquad t=\frac{\ln(1+X)}{X}\quad(t=1\text{ at }X=0)$$

converges from every start in exact arithmetic and never needs the value of $D$. Together with a relative test of each balance, it solves the example below, where the totals of the components differ by twenty decades.

Two conditions are needed. The matrix $A$ has full column rank, so that no component is redundant, and some set of strictly positive concentrations $c^*$ meets all the balances, $A^Tc^*=T$. Temperature and pressure are fixed, concentrations are numbers relative to 1 mol/L, and no solid or gas phase takes part.

## From Gibbs energy to mass balances

For ideal dilute solutes $\mu_j=\mu_j^\circ+RT\ln c_j$. The Gibbs energy per volume is $c_w\mu_w+\sum_jc_j\mu_j$, where $w$ denotes water. The Gibbs–Duhem relation gives $c_w\,d\mu_w=-\sum_jc_j\,d\mu_j=-RT\sum_jdc_j$, hence $c_w\mu_w=c_w\mu_w^\circ-RT\sum_jc_j$ to leading order in dilution. This is the origin of the $-1$ below.

If forming species $j$ consumes $\nu_j$ water molecules, then $c_w$ contains $-\sum_j\nu_jc_j$, and

$$RT\ln\beta_j=\sum_iA_{ji}\mu_i^\circ+\nu_j\mu_w^\circ-\mu_j^\circ .$$

Eliminate $\mu_j^\circ$. The terms $\sum_jc_jA_{ji}\mu_i^\circ=T_i\mu_i^\circ$ are constants, because the totals are fixed. Divided by $RT$, what remains to be minimised is

$$g(c)=\sum_jc_j(\ln c_j-1-\ln\beta_j),\qquad A^Tc=T .$$

Now take any feasible $c$ and any $\lambda$. From the definition of $s_j$, $(A\lambda)_j=\ln s_j-\ln\beta_j$, so $T\cdot\lambda=c\cdot A\lambda=\sum_jc_j(\ln s_j-\ln\beta_j)$. Adding $g$ and $D$ cancels the constants $\beta_j$:

$$g(c)+D(\lambda)=\sum_j\left[c_j\ln\frac{c_j}{s_j}-c_j+s_j\right]\ge0 .$$

With $u=c_j/s_j$ each bracket is $s_j(u\ln u-u+1)$. The function in parentheses has derivative $\ln u$ and its minimum, zero, at $u=1$. So if some $\lambda$ makes $s(\lambda)$ feasible, that $s$ is the unique minimiser of $g$.

Such a $\lambda$ is a stationary point of $D$, since

$$r\equiv\nabla D=A^Ts-T,\qquad H\equiv\nabla^2D=A^T\mathrm{diag}(s)A .$$

The gradient is the list of mass-balance errors. For $v\ne0$, $v^THv=\sum_js_j(Av)_j^2>0$ by full rank, so $D$ is strictly convex. Inserting $T=A^Tc^*$ gives

$$D=\sum_j(s_j-c_j^*\ln s_j)+\sum_jc_j^*\ln\beta_j .$$

Each term in the first sum is bounded below and grows without limit as $\ln s_j\to\pm\infty$. Full rank makes some $|\ln s_j|$ grow whenever $|\lambda|$ does. The minimum therefore exists.

For a component with a free species, $\lambda_i$ is the logarithm of its free concentration. Two components need more care. Hydroxide is water minus a proton, so its proton number is $-1$. The electron has no free species: Cu$^+$ is Cu$^{2+}$ plus one electron, with $\ln\beta=FE^\circ/RT$. Then $\lambda_e=\ln([\mathrm{Cu^+}]/[\mathrm{Cu^{2+}}])-FE^\circ/RT=-FE/RT$, where $E$ is the Nernst potential against the standard hydrogen electrode. The electron total is the amount of Cu(I).

This also shows how feasibility can fail. Suppose the electron total exceeds the copper total. Lower $\lambda_{\rm Cu}$ and raise $\lambda_e$ by the same $\tau$: Cu(I) stays fixed, Cu(II) falls, and $-T\cdot\lambda$ contains $\tau(T_{\rm Cu}-T_e)\to-\infty$. No minimum exists, because copper in these two states cannot hold that many electrons.

## First fault: the full Newton step

The naive scheme solves $Hp=-r$ and sets $\lambda\leftarrow\lambda+p$. Take one species that is its own component: $r=s-T$, $H=s$ and $p=T/s-1$. Starting at $s=10^{-6}T$, the step is about $10^6$, and the next concentration would be multiplied by $\exp(10^6)$. Double precision overflows beyond an exponent of about 710.

To find a safe length, let $x=Ap$ and $\delta^2=\sum_js_jx_j^2=p^THp=-r\cdot p$. Since $T=A^Ts-r$,

$$T\cdot p=\sum_js_jx_j+\delta^2 .$$

The change of $D$ along the step is therefore

$$D(\lambda+tp)-D(\lambda)=\sum_js_j(e^{tx_j}-1)-t\,T\cdot p=-t\delta^2+\sum_js_j(e^{tx_j}-1-tx_j).$$

The function

$$\varphi(y)=\frac{e^y-1-y}{y^2}=\int_0^1(1-v)e^{vy}dv$$

increases with $y$, because its integrand does. For $t>0$ this gives $e^{tx_j}-1-tx_j=t^2x_j^2\varphi(tx_j)\le t^2x_j^2\varphi(tX)$, and so

$$D(\lambda)-D(\lambda+tp)\ge\delta^2\left[t-\frac{e^{tX}-1-tX}{X^2}\right].$$

The bracket is concave in $t$. Its derivative, $1-(e^{tX}-1)/X$, vanishes when $e^{tX}=1+X$, which is the stated $t$. The guaranteed decrease is then

$$\delta^2\omega(X),\qquad \omega(X)=\frac{(1+X)\ln(1+X)-X}{X^2},\qquad\omega(0)=\tfrac12 .$$

With $u=1+X$ the numerator is again $u\ln u-u+1$, so $\omega>0$.

The logarithm requires $X>-1$, and feasibility supplies it. If every $x_j\le-1$, then $T\cdot p=\sum_js_jx_j(1+x_j)\ge0$, whereas $T\cdot p=\sum_jc_j^*x_j<0$, a contradiction.

The rule has a simple meaning. The linearised equations ask the fastest-growing species to change by the factor $1+X$; the rescaled step gives it that factor, instead of $e^X$. The Newton step is shortened when $X>0$ and lengthened when $X<0$, that is, when every species is to shrink. For the single species above, $s\,e^{tX}=s(1+X)=T$, so one step is exact from either side. There all $x_j$ equal $X$ and the bound on the decrease is attained.

Convergence follows. The iterates stay in the set where $D$ does not exceed its starting value. This set is compact, so on it $H$ and its inverse are bounded, $X$ is bounded and stays away from $-1$, and $\omega$ has a positive lower bound. Since $D$ is bounded below, the decreases sum to a finite number. Hence $\delta^2=r^TH^{-1}r\to0$, so $r\to0$ and $\lambda$ tends to the unique minimiser.

Near the end,

$$r_{\rm new}=r+tHp+A^T[s(e^{tx}-1-tx)]=(1-t)r+A^T[s(e^{tx}-1-tx)],$$

with the bracket taken species by species. As $1-t=X/2+O(X^2)$ and $r$ is linear in $x$, the new error is quadratic in the old one.

## Second fault: traces are invisible

A line search that compares values of $D$ has a different weakness: it may be unable to see an error in a trace. Suppose that ammonia totals 1 M and silver $10^{-20}$ M, and that at the solution $\lambda_{\rm Ag}$ is raised by $\ln10$. All species here carry at most one silver, so each silver concentration becomes ten times too large. The true change is

$$\Delta D=T_{\rm Ag}(10-1-\ln10)=6.70\times10^{-20}.$$

In the bath treated below, $D$ evaluated in double precision changes by zero. The norm of $r$ is no better: it is $7.7\times10^{-16}$ M, while the silver balance is wrong by 9 times its total. A stopping test at $10^{-12}$ M would accept this state.

The cure has two parts. Each balance is judged by $|r_i|/T_i$, and the step length comes from $X$, which compares relative changes of species, so that a trace that must grow limits the step just as a major species would. A trace that must shrink does not set $X$ when the other species are already near their values: then $t\approx1$, and a large excess falls by only about a factor $e$ per step. The tenfold silver excess above takes 7 steps to remove and an excess of $10^6$ takes 19, whereas a deficit of either size is removed in one. If a total is zero, or a small difference of large terms, as a proton total can be, $\sum_j|A_{ji}|s_j$ is the sensible denominator instead.

The linear system can also be put on a common scale, which shows how strongly the balances are coupled. With $d_i=\sqrt{H_{ii}}$, solve

$$\sum_k\frac{H_{ik}}{d_id_k}\,q_k=-\frac{r_i}{d_i},\qquad p_i=\frac{q_i}{d_i}.$$

The diagonal is now one, and by the Cauchy–Schwarz inequality no other element exceeds one in magnitude. With silver almost wholly in Ag(NH$_3)_2^+$, the silver–ammonia element is about $2\sqrt{T_{\rm Ag}/H_{LL}}$, where $H_{LL}\approx1.1$ M belongs to ammonia. That is about $2\times10^{-10}$: a weak coupling, not a singularity. Scaling makes this visible rather than causing it: Cholesky elimination has much the same relative rounding errors without it.

Scaling does not remove a real near-degeneracy. For M + L = ML the off-diagonal element is $[\mathrm{ML}]/\sqrt{T_MT_L}$. It approaches one when the totals are equal and binding is nearly complete, for then the two balances carry almost the same information. With $\beta=10^3$, $T_M=0.01$ M and $T_L=0.02$ M it is only 0.65. In this case minimising $g$ directly over the extent of reaction gives $[\mathrm{ML}]=9.1557\times10^{-3}$ M, as the dual does.

The same concern decides the start. If one complex dominates everything, $H$ can be nearly of rank one. Many more steps may then be needed, and rounding can spoil them, although the theorem still holds in exact arithmetic. A dilute start, with free concentrations well below the totals, weakens complexes that have no negative stoichiometric number relative to the free species. Hydroxo complexes do the opposite: they gain on the free metal as $[\mathrm{H^+}]$ falls, so the proton is better started near a plausible pH. For the electron, $\lambda_e=-FE^\circ/RT$ makes free Cu$^+$ and Cu$^{2+}$ equal.

## An ammoniacal copper bath

Consider a deaerated copper microetch at 298.15 K with sulfate as counter-ion. The totals are 1 M ammonia, 0.5 M protons (added as ammonium), 0.01 M copper of which 0.001 M is Cu(I), $10^{-6}$ M zinc, $10^{-12}$ M nickel and $10^{-20}$ M silver.

The constants are rough typical values. Cumulative $\log_{10}\beta$ for successive ammines are:

- Cu$^{2+}$: 4.0, 7.5, 10.5, 12.5
- Cu$^+$: 5.9, 10.8
- Zn$^{2+}$: 2.3, 4.6, 7.0, 9.0
- Ni$^{2+}$: 2.7, 4.9, 6.6, 7.7, 8.3, 8.3
- Ag$^+$: 3.3, 7.2

First hydrolysis constants of Cu$^{2+}$, Zn$^{2+}$ and Ni$^{2+}$ are $10^{-8}$, $10^{-9}$ and $10^{-10}$. The p$K$ of ammonium is 9.3, that of water is 14, and $E^\circ(\mathrm{Cu^{2+}/Cu^+})=0.16$ V.

The start has $[\mathrm{H^+}]=10^{-7}$ M, the electron as above and the other free components at $10^{-6}$ of their totals. The first step has $X=3.48\times10^6$, so a full step would overflow; the rule gives $t=\ln(1+X)/X=4.33\times10^{-6}$. After 14 steps all is settled. The last five values of the largest relative balance error are $1.3\times10^{-1}$, $6.2\times10^{-3}$, $2.7\times10^{-5}$, $3.8\times10^{-10}$ and $4.6\times10^{-15}$: quadratic convergence down to rounding.

The solution has $[\mathrm{NH_3}]=0.462$ M and $[\mathrm{NH_4^+}]=0.500$ M, so that

$$\mathrm{pH}=9.3+\log_{10}\frac{0.4622}{0.5000}=9.27 .$$

Free copper is $[\mathrm{Cu^{2+}}]=6.11\times10^{-14}$ M and $[\mathrm{Cu^+}]=7.42\times10^{-14}$ M, and the potential is

$$E=0.16\ \mathrm V+0.02569\ \mathrm V\,\ln\frac{6.11}{7.42}=0.155\ \mathrm V .$$

The ammonia balance can be followed by hand. Free ammonia and ammonium give 0.96219 M; the copper complexes add $3(1.906\times10^{-4})+4(8.809\times10^{-3})+2(1.000\times10^{-3})=0.03781$ M, for a total of 1.0000 M. At the other end, $[\mathrm{Ag(NH_3)_2^+}]=9.997\times10^{-21}$ M carries nearly all the silver, and free silver is $2.95\times10^{-27}$ M. Every balance, summed in high precision, closes to better than $5\times10^{-15}$ of its own total.

Closed balances do not by themselves prove the concentrations right. An independent solution eliminates each metal through $[\mathrm M]=T_M/(1+\sum_n\beta_n[\mathrm{NH_3}]^n+K_{\rm h}/[\mathrm{H^+}])$, with $K_{\rm h}$ its hydrolysis constant, and finds the two remaining unknowns with 40 digits. The largest relative difference in any of the 30 species is $5.8\times10^{-15}$. Elimination works because each complex holds one metal ion; the dual method does not need that. In 20 random networks with polynuclear complexes, built around known free concentrations from 1 to $10^{-20}$ M, it recovered every $\lambda_i$ within $3\times10^{-14}$ in at most 20 steps. In these networks each complex was kept between $10^{-3}$ and $10^2$ times the free concentration of its scarcer component. Stronger binding costs steps and digits: with the upper limit raised to $10^{12}$, similar networks needed up to about 110 steps and the error in $\lambda_i$ reached about $10^{-9}$.

With the other totals held fixed, the free fraction of silver is $2.953\times10^{-7}$ at silver totals of both $10^{-20}$ and $10^{-6}$ M. It rises to $3.226\times10^{-7}$ at $10^{-2}$ M, where silver binds about 0.02 M of ammonia: $(0.462/0.442)^2=1.09$ accounts for the increase. Because each complex here holds only one silver ion, the free fraction stays constant as long as silver is too scarce to alter its ligand.

## What the numbers are worth

Differentiating $A^Ts=T$ gives $H\,d\lambda=dT$, so the matrix already built yields the response to bath drift. Here $d\ln[\mathrm{Cu^{2+}}]/d\ln T_{\rm NH_3}=-8.6$. Ammonium is pinned by the proton total, so a loss falls on the 0.46 M of free ammonia and is magnified by about $1/0.46$; the nearly four ligands per Cu(II) supply the other factor. Extrapolating this slope, losing 1% of the ammonia raises free Cu$^{2+}$ by 9%. The constants matter as much: with this species list about 98% of Cu(II) is the tetraammine, so raising its $\log_{10}\beta$ by 0.1 lowers free Cu$^{2+}$ by about 20%. The list itself matters too: it omits the weak fifth ammine of Cu$^{2+}$, which with a stepwise $\log_{10}K$ of roughly $-0.5$ would hold about 12% of Cu(II) and lower free Cu$^{2+}$ by about 12%.

Production alkaline etchants carry copper of order 1 M, far above this example, and ideal solution theory should not be trusted there. Even here the ionic strength is 0.79 M if sulfate is treated as inert. Ammonium–sulfate pairing with a rough constant of 1 to 4 M$^{-1}$ would lower it to between 0.63 and 0.49 M and raise the pH by 0.07 to 0.16, leaving free Cu$^{2+}$ unchanged. If the constants are read as values at zero ionic strength, the Davies estimate, itself rough at this strength, gives $\log_{10}\gamma=-0.119z^2$ for charge $z$. It lowers $E$ by 21 mV but leaves free Cu$^{2+}$ almost unchanged, because the ion and its ammines have the same charge. The pH above is $-\log_{10}[\mathrm{H^+}]$; one defined by activity would be 0.12 higher. Water activity is about 0.98 rather than one.

Air is the severe disturbance. Water saturated with it holds roughly $2.5\times10^{-4}$ M oxygen, and at four electrons per molecule that is about enough to oxidise all the Cu(I). Once the Cu(I) is gone, the electron total is zero, $\lambda_e\to-\infty$, and this model no longer sets a potential.

The omitted solids can be checked afterwards. With $E^\circ=0.34$ V for copper metal and 0.80 V for silver, their equilibrium potentials are $-0.05$ and $-0.77$ V. Both lie below the bath potential, so neither metal should deposit, and copper metal can dissolve. With a rough solubility product of $10^{-20}$, copper hydroxide is undersaturated by 2.7 decades.

Finally, $10^{-20}$ M is 6022 silver ions per litre, and the mean number of free ones is 0.0018. That concentration is an average over time or over many litres. Independent sampling would make the silver content of single litres scatter by about 1.3%, far more than the numerical error of its balance. The remaining figures are in the numerical output.

## Calculated quantities

```
species 30, components 7, T = 298.15 K
thermal voltage RT/F = 25.693 mV
total H+    5e-01 M, relative balance error 7.0e-16
total NH3   1e+00 M, relative balance error 5.1e-16
total Cu2+  1e-02 M, relative balance error 2.9e-15
total e-    1e-03 M, relative balance error 4.6e-15
total Zn2+  1e-06 M, relative balance error 1.5e-15
total Ni2+  1e-12 M, relative balance error 1.3e-15
total Ag+   1e-20 M, relative balance error 3.6e-15
pH = 9.2658
bath potential = 0.1550 V vs SHE
[NH3] = 4.6217e-01 M
[NH4+] = 5.0002e-01 M
[Cu2+] = 6.1055e-14 M
[Cu+] = 7.4197e-14 M
[Zn2+] = 2.1450e-14 M
[Ni2+] = 1.1301e-19 M
[Ag+] = 2.9531e-27 M
[Cu2+(NH3)3] = 1.9060e-04 M
[Cu2+(NH3)4] = 8.8090e-03 M
[Cu+(NH3)2] = 9.9997e-04 M
[Ag+(NH3)2] = 9.9973e-21 M
largest species error vs 40-digit root = 5.8e-15
iterations = 14; first X = 3.480e+06, t = 4.329e-06
last relative residuals: 1.3e-01 6.2e-03 2.7e-05 3.8e-10 4.6e-15
decrease / guaranteed decrease, minimum = 1.0000 (12 steps)
20 random starts: 19 to 25 iterations
20 networks: 14 to 20 iterations, ln error 2.8e-14
g + D at optimum = 8.9e-15 M; off optimum = 1.2353e-03 M
M+L=ML test: [ML] dual 9.155711e-03 M, direct 9.155711e-03 M
silver x10: D change in doubles 0.0e+00 M, true 6.697e-20 M
silver x10: residual norm 7.7e-16 M, relative silver error 9.000
free silver fraction at total 1e-20 M = 2.95311e-07
free silver fraction at total 1e-06 M = 2.95314e-07
free silver fraction at total 1e-02 M = 3.22608e-07
dln[Cu2+]/dln(total NH3) = -8.605; for [Ag+] -4.325
1% ammonia loss: [Cu2+] changes by 8.99 %
sulfate = 0.2595 M, ionic strength = 0.788 M
Debye-Hueckel A = 0.5106; Davies log10 gamma(z=1) = -0.1194
Davies shift of potential = -21.20 mV
Davies shift of -log10[H+] = -0.0000
Davies [Cu2+] ratio to ideal = 1.0001
copper metal potential = -0.0509 V, silver metal = -0.7695 V vs SHE
log10 saturation of Cu(OH)2 (rough Ksp 1e-20) = -2.68
CuSO4 pair / total copper (rough K 200 /M) = 3.2e-10
water activity, mole-fraction estimate = 0.978
air-saturated O2 (rough 2.5e-04 M) x4 / Cu(I) = 1.00
silver ions per litre = 6022, noise 1.29 %
mean free Ag+ per litre = 1.78e-03 ions
```
